# Plasmon dispersion from the collisionless Boltzmann equation and from Thomas-Fermi pressure: a numerical check

```python
# Result under test: the collisionless plasmon of a degenerate electron gas obeys
#   omega^2 = omega_p^2 + (3/5) v_F^2 q^2 + O(q^4),
# whereas isotropic (Thomas-Fermi) pressure would give v_F^2/3.
# q: wavevector, omega: frequency, v_F: Fermi velocity, n: electron density,
# omega_p^2 = 4 pi n, s = omega/(q v_F), mu: cosine of the angle to q.
# Hartree atomic units inside; nm and eV in the worked example.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from pyscf.dft import libxc

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
KB_EV = constants.k / constants.e
mu, weight = np.polynomial.legendre.leggauss(300)


def surface_mean(values):
    """Average over directions on the Fermi surface."""
    return 0.5 * np.sum(weight * values)


# --- Closed logarithmic form against the integral over the filled sphere
for s in (1.3, 2.0, 5.0):
    filled = quad(lambda u: 0.75 * (1 - u*u) / (s - u)**2, -1, 1)[0]
    closed = 0.5 * s * np.log((s + 1) / (s - 1)) - 1
    assert abs(filled / 3 - closed) < 1e-9


# --- Plasmon root from the Fermi-surface integral, in units of omega_p
def scaled_root(a):
    """a = (q v_F/omega_p)^2; returns (omega/omega_p)^2."""
    def dielectric(x):
        s = x / np.sqrt(a)
        return 1 - 3 / a * surface_mean(mu / (s - mu))
    return brentq(dielectric, 0.9, 2.0, xtol=1e-14)**2


a1, a2 = 0.01, 0.02
c1, c2 = [(scaled_root(a) - 1) / a for a in (a1, a2)]
slope = (c2 - c1) / (a2 - a1)
intercept = c1 - slope * a1
assert abs(intercept - 3/5) < 1e-5
assert abs(slope - 12/175) < 5e-4

# --- Stresses carried by the kinetic solution at high frequency
s = 100.0
shape = mu / (s - mu)
density_change = surface_mean(shape)
stress_zz = surface_mean(mu**2 * shape) / density_change
stress_xx = surface_mean(0.5 * (1 - mu**2) * shape) / density_change
assert abs(stress_zz - 3/5) < 1e-3
assert abs(stress_xx - 1/5) < 1e-3
assert abs((stress_zz + 2 * stress_xx) / 3 - 1/3) < 1e-9


# --- Stress of deformed Fermi bodies: stretched along z, or swollen evenly
def body(along, across):
    def area(k):
        return across**2 * (1 - (k / along)**2)
    density = quad(area, -along, along)[0]
    stress = quad(lambda k: k*k * area(k), -along, along)[0]
    return np.array([density, stress])


d = 1e-4
change = body(1 + d, 1) - body(1 - d, 1)
stretched = change[1] / change[0]
change = body(1 + d, 1 + d) - body(1 - d, 1 - d)
swollen = change[1] / change[0]
assert abs(stretched - 3/5) < 1e-6
assert abs(swollen - 1/3) < 1e-6


# --- Effective stiffness B/v_F^2 on the imaginary axis, omega = i y q v_F
def stiffness(y):
    mean = quad(lambda u: 1.5 * (1 - u*u) * (u*u - y*y) / (u*u + y*y)**2,
                0, 1, points=[min(y, 0.5), min(5*y, 0.9)],
                limit=500, epsabs=1e-11, epsrel=1e-11)[0]
    return -y*y - 1 / mean


stiff = {y: stiffness(y) for y in (0.001, 0.1, 1.0, 30.0)}
stiff_values = list(stiff.values())
assert abs(stiff[0.001] - 1/3) < 1e-3
assert abs(stiff[30.0] - 3/5) < 1e-3
assert all(np.diff(stiff_values) > 0)


# --- Collisions that keep density and momentum and relax all other harmonics
def collision_coefficient(rate, a_root=0.05, size=40):
    """rate = 1/(omega_p tau), a_root = q v_F/omega_p."""
    matrix = np.zeros((size, size), dtype=complex)
    for l in range(size):
        if l > 0:
            matrix[l, l-1] = a_root * l / (2*l - 1)
        if l < size - 1:
            matrix[l, l+1] = a_root * (l + 1) / (2*l + 3)
        if l > 1:
            matrix[l, l] = -1j * rate
    matrix[1, 0] += 3 / a_root       # self-consistent Coulomb force
    roots = np.linalg.eigvals(matrix)
    root = roots[np.argmin(abs(roots - 1))]
    return (root**2 - 1) / a_root**2


collision = {r: collision_coefficient(r) for r in (0.0, 1.0, 30.0)}
for r, value in collision.items():
    assert abs(value - (1/3 + 4/15 / (1 + 1j*r))) < 2e-3


# --- Temperature factor of the coefficient, at fixed density
def mean_square_speed(t):
    """<v^2>/v_F^2 at T = t T_F."""
    def moment(power, chem):
        return quad(lambda e: e**power * expit((chem - e) / t),
                    0, 1 + 40*t, points=[1.0], limit=300)[0]
    chem = brentq(lambda c: moment(0.5, c) - 2/3, 0.8, 1.1)
    return moment(1.5, chem) * 1.5


t_test = 0.05
thermal_ratio = mean_square_speed(t_test) / 0.6
assert abs(thermal_ratio - 1 - 5*np.pi**2/12 * t_test**2) < 1e-4

# --- Worked example: free-electron model in the regime of aluminium
density_nm = 180.0            # rough conduction-electron density, nm^-3
core_polarizability = 4e-5    # rough ion-core polarizability, nm^3
relaxation_ev = 0.5           # rough shape-relaxation rate hbar/tau, eV
temperature = 300.0           # K
n = density_nm * BOHR_NM**3
k_f = (3 * np.pi**2 * n)**(1/3)
w_p = np.sqrt(4 * np.pi * n)
fermi_ev = 0.5 * k_f**2 * HARTREE_EV


def plasmon(q, recoil=False, kernel=0.0, background=1.0, nodes=300):
    """Root of the longitudinal condition; kernel is a local f_xc."""
    u, w = np.polynomial.legendre.leggauss(nodes)
    w = 0.75 * (1 - u*u) * w
    shift = q**4 / 4 if recoil else 0.0

    def condition(omega):
        mean = np.sum(w / ((omega - q*k_f*u)**2 - shift))
        return 1 - (4*np.pi/background + kernel*q*q) * n * mean
    return brentq(condition, 0.9*w_p, 2*w_p, xtol=1e-14)


def potential(code, rho):
    return libxc.eval_xc(code, np.array([rho]))[1][0][0]


def kernel_of(code):
    h = 1e-3 * n
    return (potential(code, n + h) - potential(code, n - h)) / (2*h)


f_x = kernel_of("LDA_X,")
f_xc = kernel_of("LDA_X,LDA_C_PW")
assert abs(n*f_x / (-k_f/(3*np.pi)) - 1) < 1e-4

# Corrections beyond the model, each checked at small q
q = 0.03
quartic = (plasmon(q, recoil=True)**2 - w_p**2 - 0.6*k_f**2*q*q) / q**4
assert abs(quartic / (0.25 + 12/175 * k_f**4/w_p**2) - 1) < 0.01
with_kernel = (plasmon(q, kernel=f_xc)**2 - w_p**2) / q**2
assert abs(with_kernel - 0.6*k_f**2 - n*f_xc) < 2e-3
with_core = (plasmon(q, background=1.15)**2 - w_p**2/1.15) / (q*k_f)**2
assert abs(with_core - 0.6) < 1e-3


# Wavevector where the plasmon with recoil meets the pair continuum
def edge_condition(q):
    gap = q * k_f * (1 - mu)
    mean = np.sum(0.75 * (1 - mu**2) * weight / (gap * (gap + q*q)))
    return 1 - 4*np.pi*n*mean


q_edge = brentq(edge_condition, 0.2, 1.5)

print(f"fitted q^2 coefficient / v_F^2: {intercept:.6f}")
print(f"fitted q^4 coefficient * omega_p^2/v_F^4: {slope:.5f}")
print(f"12/175 = {12/175:.5f}")
print(f"kinetic stress zz per density / v_F^2: {stress_zz:.5f}")
print(f"kinetic stress xx per density / v_F^2: {stress_xx:.5f}")
print(f"stretched Fermi sphere, zz / v_F^2: {stretched:.6f}")
print(f"swollen Fermi sphere, zz / v_F^2: {swollen:.6f}")
for y, value in stiff.items():
    print(f"B/v_F^2 at omega = i*{y:g} q v_F: {value:.5f}")
for r, value in collision.items():
    print(f"coefficient/v_F^2 at 1/(omega_p tau)={r:g}: "
          f"{value.real:.5f} {value.imag:+.5f} i")
print(f"thermal factor at T/T_F={t_test}: {thermal_ratio:.5f}")
print(f"density (rough, aluminium regime): {density_nm:.0f} nm^-3")
print(f"r_s: {(3/(4*np.pi*n))**(1/3):.3f} bohr")
print(f"k_F = v_F: {k_f:.4f} a.u. ; k_F: {k_f/BOHR_NM:.2f} nm^-1")
print(f"Fermi energy: {fermi_ev:.2f} eV")
print(f"omega_p: {w_p:.4f} hartree = {w_p*HARTREE_EV:.3f} eV")
print(f"hbar v_F: {k_f*HARTREE_EV*BOHR_NM:.4f} eV nm")
print(f"3 v_F^2/5: {0.6*k_f**2:.4f} a.u. ; v_F^2/3: {k_f**2/3:.4f} a.u.")
for q_nm in (2.0, 5.0, 8.0):
    q = q_nm * BOHR_NM
    full = plasmon(q) * HARTREE_EV
    kinetic = np.sqrt(w_p**2 + 0.6*(k_f*q)**2) * HARTREE_EV
    pressure = np.sqrt(w_p**2 + (k_f*q)**2/3) * HARTREE_EV
    assert abs(full - kinetic) < abs(full - pressure)
    print(f"q={q_nm:g} nm^-1, q v_F/omega_p={q*k_f/w_p:.3f}: full "
          f"{full:.3f}, 3/5 law {kinetic:.3f}, 1/3 law {pressure:.3f} eV")

q = 5.0 * BOHR_NM
base = plasmon(q)
mesh_shift = abs(plasmon(q, nodes=150) - base) * HARTREE_EV
assert mesh_shift < 1e-8
core = 1 + 4*np.pi * density_nm/3 * core_polarizability
rate = relaxation_ev / (w_p * HARTREE_EV)
relaxed = 1/3 + 4/15 / (1 + 1j*rate)
t_ratio = KB_EV * temperature / fermi_ev
recoil_ev = (plasmon(q, recoil=True) - base) * HARTREE_EV
xc_ev = (plasmon(q, kernel=f_xc) - base) * HARTREE_EV
core_ev = (plasmon(q, background=core) - base) * HARTREE_EV
print("neglected effects at q = 5 nm^-1:")
print(f"mesh shift, 150 to 300 nodes: {mesh_shift:.1e} eV")
print(f"recoil shift: {recoil_ev:+.3f} eV")
print(f"local xc shift: {xc_ev:+.3f} eV")
print(f"n f_xc: {n*f_xc:.4f} a.u. ; exchange part: {n*f_x:.4f} a.u.")
print(f"core polarizability (rough): {core_polarizability:.0e} nm^3")
print(f"core background constant: {core:.4f} ; shift: {core_ev:+.3f} eV")
print(f"shape relaxation hbar/tau (rough): {relaxation_ev} eV")
print(f"coefficient/v_F^2 with it: {relaxed.real:.5f} {relaxed.imag:+.5f} i")
print(f"T/T_F at {temperature:.0f} K: {t_ratio:.2e}")
print(f"relative thermal change: {5*np.pi**2/12*t_ratio**2:.1e}")
print(f"pair continuum reached at q: {q_edge/BOHR_NM:.2f} nm^-1")
print("all good")
```

Running it gives:

```
fitted q^2 coefficient / v_F^2: 0.600001
fitted q^4 coefficient * omega_p^2/v_F^4: 0.06839
12/175 = 0.06857
kinetic stress zz per density / v_F^2: 0.60001
kinetic stress xx per density / v_F^2: 0.20000
stretched Fermi sphere, zz / v_F^2: 0.600000
swollen Fermi sphere, zz / v_F^2: 0.333333
B/v_F^2 at omega = i*0.001 q v_F: 0.33386
B/v_F^2 at omega = i*0.1 q v_F: 0.38083
B/v_F^2 at omega = i*1 q v_F: 0.55326
B/v_F^2 at omega = i*30 q v_F: 0.59992
coefficient/v_F^2 at 1/(omega_p tau)=0: 0.60017 +0.00000 i
coefficient/v_F^2 at 1/(omega_p tau)=1: 0.46670 -0.13340 i
coefficient/v_F^2 at 1/(omega_p tau)=30: 0.33363 -0.00888 i
thermal factor at T/T_F=0.05: 1.01024
density (rough, aluminium regime): 180 nm^-3
r_s: 2.076 bohr
k_F = v_F: 0.9243 a.u. ; k_F: 17.47 nm^-1
Fermi energy: 11.62 eV
omega_p: 0.5790 hartree = 15.754 eV
hbar v_F: 1.3310 eV nm
3 v_F^2/5: 0.5126 a.u. ; v_F^2/3: 0.2848 a.u.
q=2 nm^-1, q v_F/omega_p=0.169: full 15.889, 3/5 law 15.888, 1/3 law 15.829 eV
q=5 nm^-1, q v_F/omega_p=0.422: full 16.592, 3/5 law 16.576, 1/3 law 16.216 eV
q=8 nm^-1, q v_F/omega_p=0.676: full 17.878, 3/5 law 17.783, 1/3 law 16.911 eV
neglected effects at q = 5 nm^-1:
mesh shift, 150 to 300 nodes: 0.0e+00 eV
recoil shift: +0.031 eV
local xc shift: -0.165 eV
n f_xc: -0.1052 a.u. ; exchange part: -0.0981 a.u.
core polarizability (rough): 4e-05 nm^3
core background constant: 1.0302 ; shift: -0.220 eV
shape relaxation hbar/tau (rough): 0.5 eV
coefficient/v_F^2 with it: 0.59973 -0.00845 i
T/T_F at 300 K: 2.22e-03
relative thermal change: 2.0e-05
pair continuum reached at q: 12.92 nm^-1
all good
```
